# The Hedin–Johansson Relaxation Formula and Its Match to Static COHSEX

## The result

Let an electron be removed from the occupied spin-orbital \(c\) of a closed-shell system described by Hartree-Fock theory. If the other electrons did not respond, the ionization energy would be \(-\varepsilon_c\). Their response lowers it by the relaxation energy \(R\):

\[
I=-\varepsilon_c-R,\qquad R\simeq\tfrac12\langle c|V_p|c\rangle . \tag{1}
\]

Here \(V_p\), the polarization potential, is the change in the Coulomb and exchange potential of the other electrons when they adjust to the hole. Equation (1) is the Hedin–Johansson formula. The factor one half is exact when the response is linear in the missing charge; otherwise there is a curvature correction, given below.

The static COHSEX self-energy contains the same term. With \(W_p=W-v\) the static polarization part of the screened interaction,

\[
\langle c|\Sigma_p|c\rangle=-\tfrac12(cc|W_p|cc)+Q ,\qquad |Q|\le X, \tag{2}
\]

and \(X\) vanishes when \(c\) is compact compared with the distance over which \(W_p\) varies. The first term is \(\frac12\langle c|V_p|c\rangle\) with \(V_p\) taken from the linear random-phase approximation (RPA).

Hartree atomic units are used. Orbitals are real unless stated otherwise, and potentials are potential energies of an electron.

## First derivation: total energies

**An energy linear in the occupation.** Keep the shape of \(c\) fixed and give it an occupation \(n\) between 0 and 1. The remaining, passive electrons have the density matrix \(P\), a projector on orbitals orthogonal to \(c\). This constraint prevents them from falling into a core hole. Write \(U[P]=J[P]-K[P]\) for the Coulomb minus exchange potential, and \(C=|c\rangle\langle c|\). The Hartree-Fock energy of \(P+nC\), apart from the fixed nuclear repulsion, is

\[
E=\mathrm{Tr}\,h(P+nC)+\tfrac12\mathrm{Tr}\,(P+nC)\,U[P+nC].
\]

Since \(U\) is linear, the interaction term expands into

\[
\tfrac12\mathrm{Tr}\,PU[P]+\tfrac n2\mathrm{Tr}\,PU[C]+\tfrac n2\mathrm{Tr}\,CU[P]+\tfrac{n^2}{2}\mathrm{Tr}\,CU[C].
\]

The two middle terms are equal, because interchanging the two electrons leaves the interaction unchanged. The last term is zero, because the Coulomb and exchange self-interactions of one spin-orbital cancel. Therefore

\[
E(n)=\min_P\Big\{E_{\rm pass}[P]+n\big(h_{cc}+\mathrm{Tr}\,P\,U[C]\big)\Big\},
\]

with \(E_{\rm pass}[P]=\mathrm{Tr}\,hP+\frac12\mathrm{Tr}\,PU[P]\). At \(n=1\) the minimum is the Hartree-Fock ground state, which already satisfies the constraint.

**The derivative.** Let \(P_n\) be the minimizing density matrix, assumed to change smoothly with \(n\). The set of allowed \(P\) does not depend on \(n\), so the change of \(P_n\) contributes nothing to the energy at first order. What remains is the explicit dependence on \(n\):

\[
\frac{dE}{dn}=h_{cc}+\mathrm{Tr}\,P_nU[C]=\langle c|h+U[P_n]|c\rangle\equiv\varepsilon_c(n).
\]

At \(n=1\) this is the orbital eigenvalue \(\varepsilon_c\). At other \(n\) it is the expectation value of the Fock operator in the fixed orbital. Integration gives

\[
I=E(0)-E(1)=-\int_0^1\varepsilon_c(n)\,dn .
\]

Comparison with \(I=-\varepsilon_c(1)-R\) yields

\[
R=\int_0^1[\varepsilon_c(n)-\varepsilon_c(1)]\,dn. \tag{3}
\]

**The polarization potential.** Define \(V_p=U[P_0]-U[P_1]\). The one-electron term \(h_{cc}\) cancels between the end points, so

\[
\varepsilon_c(0)-\varepsilon_c(1)=\langle c|V_p|c\rangle .
\]

The integral in (3) follows from the identity, obtained by integrating by parts twice,

\[
\int_0^1 n(1-n)\,\varepsilon_c''\,dn=\varepsilon_c(0)+\varepsilon_c(1)-2\int_0^1\varepsilon_c\,dn .
\]

Solve for the last integral and subtract \(\varepsilon_c(1)\). The weight \(n(1-n)\) is not negative and integrates to \(1/6\), so the mean-value theorem gives

\[
R=\tfrac12\langle c|V_p|c\rangle-\tfrac1{12}\varepsilon_c''(\xi),\qquad 0<\xi<1 . \tag{4}
\]

This is (1) with its correction.

**A bound.** For each fixed \(P\) the energy is a straight line in \(n\), and the minimum of a family of straight lines is concave. Hence \(\varepsilon_c(n)=dE/dn\) does not increase with \(n\). The integrand in (3) lies between zero and its value at \(n=0\), so \(0\le R\le\langle c|V_p|c\rangle\), whether or not the response is linear.

**Why one half.** Suppose a single distortion \(x\) of the passive electrons costs \(\frac12kx^2\), and a missing charge \(q=1-n\) pulls on it with force \(qf\). Minimizing \(\frac12kx^2-qfx\) gives \(x=qf/k\). At \(q=1\) the coupling energy is \(-f^2/k\) and the distortion costs \(+f^2/2k\). The net gain is \(f^2/2k\). The level shift at full distortion is \(fx=f^2/k=\langle c|V_p|c\rangle\). Half of the interaction with the polarization has paid for creating it.

## Second derivation: the GW self-energy

**The screened interaction.** Density excitations of energy \(\Omega_s>0\), with transition potentials \(w_s(\mathbf r)\), give

\[
W_p(\mathbf r,\mathbf r';\omega)=\sum_s w_s(\mathbf r)w_s(\mathbf r')\left[\frac1{\omega-\Omega_s+i\eta}-\frac1{\omega+\Omega_s-i\eta}\right].
\]

At zero frequency,

\[
W_p(\mathbf r,\mathbf r')=-2\sum_s\frac{w_s(\mathbf r)w_s(\mathbf r')}{\Omega_s}. \tag{5}
\]

As an operator this is negative or zero: screening weakens the repulsion between a charge distribution and itself.

**The frequency integral.** The part of the GW self-energy beyond bare exchange is

\[
\Sigma_p(\omega)=\frac{i}{2\pi}\int d\omega'\,G(\omega+\omega')\,W_p(\omega').
\]

For an occupied orbital \(j\), the pole of \(G\) lies in the upper half of the \(\omega'\) plane. Closing the contour below encloses the pole of \(W_p\) at \(\Omega_s-i\eta\). The clockwise direction gives the factor \((i/2\pi)(-2\pi i)=1\), and \(G\) there is \(1/(\omega+\Omega_s-\varepsilon_j)\). For an empty orbital, close the contour above, around \(-\Omega_s+i\eta\). The factor \((i/2\pi)(2\pi i)=-1\) cancels the minus sign of the second term of \(W_p\). With \(w_s^{cj}=\langle c|w_s|j\rangle\),

\[
\langle c|\Sigma_p(\omega)|c\rangle=\sum_s\left[\sum_j^{\rm occ}\frac{|w_s^{cj}|^2}{\omega-\varepsilon_j+\Omega_s}+\sum_j^{\rm empty}\frac{|w_s^{cj}|^2}{\omega-\varepsilon_j-\Omega_s}\right]. \tag{6}
\]

The sums over \(j\) contain spin-orbitals with the spin of \(c\).

**The diagonal term.** Evaluate (6) at the starting energy \(\omega=\varepsilon_c\), which gives the first-order level shift. In the occupied term \(j=c\) the energy difference \(\omega-\varepsilon_j\) vanishes, and (5) gives

\[
\sum_s\frac{|w_s^{cc}|^2}{\Omega_s}=-\tfrac12(cc|W_p|cc),
\]

\[
(cc|W_p|cc)=\iint |c(\mathbf r)|^2W_p(\mathbf r,\mathbf r')|c(\mathbf r')|^2\,d\mathbf r\,d\mathbf r' .
\]

No static approximation was made for this term.

To identify it, remove the density \(|c|^2\). The remaining electrons feel the external change \(-v|c|^2\), where products imply integration. With the density response function \(\chi\), their density changes by \(-\chi v|c|^2\), which produces the potential

\[
V_p=-v\chi v|c|^2=-W_p|c|^2 ,
\]

since \(W_p=v\chi v\). Hence \(-\frac12(cc|W_p|cc)=\frac12\langle c|V_p|c\rangle\), the Hedin–Johansson value in linear RPA response. It is positive: it raises the occupied level and lowers the ionization energy, as in (1).

**The static approximation for the other terms.** Dropping \(\omega-\varepsilon_j\) for all \(j\) turns (6) into

\[
\langle c|\Sigma_p|c\rangle=\tfrac12\Big(\sum_j^{\rm empty}-\sum_j^{\rm occ}\Big)(cj|W_p|jc), \tag{7}
\]

with

\[
(cj|W_p|jc)=\iint c(\mathbf r)\phi_j(\mathbf r)\,W_p(\mathbf r,\mathbf r')\,\phi_j(\mathbf r')c(\mathbf r')\,d\mathbf r\,d\mathbf r' .
\]

Since the empty orbitals are all orbitals minus the occupied ones, \(\tfrac12(\sum^{\rm empty}-\sum^{\rm occ})=\tfrac12\sum^{\rm all}-\sum^{\rm occ}\). Writing (7) in this form separates the Coulomb hole from the screened exchange. Completeness, \(\sum_j\phi_j(\mathbf r)\phi_j(\mathbf r')=\delta(\mathbf r-\mathbf r')\), makes the former local:

\[
\Sigma_{\rm COH}=\tfrac12\int|c(\mathbf r)|^2W_p(\mathbf r,\mathbf r)\,d\mathbf r,\qquad
\Sigma_{{\rm SEX},p}=-\sum_j^{\rm occ}(cj|W_p|jc).
\]

The term \(j=c\) appears in both: screened exchange supplies \(-(cc|W_p|cc)\), and the Coulomb hole returns half of it with the opposite sign.

**The remainder.** What (7) adds to the diagonal term is

\[
Q=\tfrac12\sum_j^{\rm empty}(cj|W_p|jc)-\tfrac12\sum_{j\ne c}^{\rm occ}(cj|W_p|jc).
\]

Each matrix element is negative or zero, because \(W_p\) is. The two sums therefore oppose each other, and \(|Q|\) cannot exceed the value obtained by adding their magnitudes:

\[
|Q|\le X=-\tfrac12\sum_{j\ne c}(cj|W_p|jc)
=\tfrac12\left[(cc|W_p|cc)-\int|c|^2W_p(\mathbf r,\mathbf r)\,d\mathbf r\right]. \tag{8}
\]

**The compact limit.** With \(\rho=|c|^2\) normalized to one, (8) can be written symmetrically:

\[
X=-\tfrac14\iint\rho(\mathbf r)\rho(\mathbf r')\big[W_p(\mathbf r,\mathbf r)+W_p(\mathbf r',\mathbf r')-2W_p(\mathbf r,\mathbf r')\big]d\mathbf r\,d\mathbf r'.
\]

Expand \(W_p\) about the centre of \(c\), with displacements \(\mathbf x\) and \(\mathbf y\). Constant and linear terms cancel in the bracket, as do second derivatives taken twice on the same argument. The mixed derivatives \(B_{ab}=\partial_a\partial'_bW_p\) leave \(\sum_{ab}(x_a-y_a)B_{ab}(x_b-y_b)\). For an isotropic density with variance \(\sigma^2\) along each axis, the average of \((x_a-y_a)(x_b-y_b)\) is \(2\sigma^2\delta_{ab}\). Therefore

\[
X\to-\tfrac12\sigma^2\sum_a\partial_a\partial'_aW_p . \tag{9}
\]

The bound on the mismatch vanishes as the square of the orbital size, while \((cc|W_p|cc)\) tends to the finite value of \(W_p\) at the centre. This proves the match for a compact orbital in a smooth \(W_p\).

## A case where localization decides

Take \(N\) equivalent sites with one orbital per site and spin, all occupied. Let the polarizable surroundings of each site respond to the charge on that site alone, so that \(W_p(m,n)=-w\,\delta_{mn}\) with \(w>0\).

If \(c\) sits on one site, then \((cc|W_p|cc)=-w\). The other orbitals do not overlap it, and COHSEX gives \(w-\frac12w=\frac12w\). This equals the Hedin–Johansson term, with \(X=0\).

If \(c\) is spread evenly, \(|c_m|^2=1/N\), then \((cc|W_p|cc)=-w/N\), and the Hedin–Johansson term is \(w/2N\). Completeness of the occupied set on each site still makes the screened exchange \(+w\) and the Coulomb hole \(-\frac12w\), so COHSEX again gives \(\frac12w\). The remainder \(Q=\frac12w(1-1/N)\) saturates the bound (8). For large \(N\), the relaxation around a rigid, spread-out hole vanishes, while the COHSEX shift does not. In this model the two expressions agree for the site orbital and disagree for the spread one.

## The 1s level of neon

The example is a free neon atom in nonrelativistic Hartree-Fock theory, with 47 orbitals from an even-tempered s, p, d Gaussian basis. The ionization energies omit relativity, correlation beyond the stated level, and basis functions above d. The s, p, d set is itself finite, so the digits quoted serve only to compare quantities within this basis. In a much larger basis \(R\) changes from 0.8609 to 0.8617 Ha and the Hartree-Fock ionization energies rise by 0.07 to 0.09 eV, while the differences 0.0136, 0.0286, 0.139 and 0.036 Ha quoted below stay the same.

**The half formula.** The level energies are \(\varepsilon_c(1)=-32.7690\) and \(\varepsilon_c(0)=-31.0744\) Ha. Their difference is \(\langle c|V_p|c\rangle=1.6946\) Ha, and half of it is 0.8473 Ha. The total energies give \(R=0.8609\) Ha, so the half formula is low by 0.0136 Ha, or 1.6% of \(R\). With \(\varepsilon_c(\frac12)=-31.90135\) Ha, the second difference gives

\[
-\tfrac1{12}\varepsilon_c''\approx-\tfrac{4}{12}\,(-31.0744+63.8027-32.7690)=0.0136\ \text{Ha},
\]

which accounts for the discrepancy. The ionization energy is 868.63 eV from the half formula and 868.26 eV from the constrained energy difference, against 891.69 eV for frozen orbitals. Releasing the orthogonality constraint changes the energy difference to 868.28 eV, so the constraint matters little here. The energy can rise on release because the unconstrained core-hole state is a stationary point of the energy, not a minimum.

Linear response, taken from the slope of \(\varepsilon_c\) at \(n=1\), gives 0.8895 Ha, which is too large by 0.0286 Ha. The opposite signs follow from a quadratic \(\varepsilon_c(n)\). With \(q=1-n\), slope \(a\) and curvature \(b\), equation (3) gives \(R=a/2+b/6\), while half of the full \(V_p\) is \(a/2+b/4\). The errors are \(-b/6\) for the linear value and \(b/12\) for the half formula. They have opposite signs, and for a strictly quadratic \(\varepsilon_c\) the first is twice as large; the computed ratio is 2.1. Since \(b<0\) here, the linear value is too high and the half formula too low.

**The screened interaction.** For a closed shell, let \(D\) contain the gaps \(\varepsilon_a-\varepsilon_i\) and let \(K_{ia,jb}=(ia|jb)\). The independent-particle response is \(\chi_0=-4\sum\rho_{ia}D^{-1}_{ia}\rho_{ia}\), with \(\rho_{ia}=\phi_i\phi_a\). One factor of two comes from spin, the other from the first-order change of both factors in \(\phi_i^2\). Inserting \(\chi=-4\sum\rho_{ia}M_{ia,jb}\rho_{jb}\) into \(\chi=\chi_0+\chi_0v\chi\) gives \(M=D^{-1}-4D^{-1}KM\), hence \(M=(D+4K)^{-1}\). With \(v_{ia}\) the potential of \(\rho_{ia}\), \(W_p=-4\sum v_{ia}M_{ia,jb}v_{jb}\).

The result is \((cc|W_p|cc)=-1.5722\) Ha. A self-consistent calculation with a small missing charge reproduces it, and explicit RPA excitations reproduce the diagonal GW term, 0.7861 Ha.

**From relaxation to COHSEX.** The following sequence leads from \(R\) to the COHSEX shift; the individual steps depend on the order chosen.

| Level shift | Ha |
|---|---|
| \(R\) from total energies | 0.861 |
| Linear Hartree-Fock response | 0.890 |
| Exchange removed (RPA), \(c\) not responding | 0.751 |
| \(c\) also responds | 0.786 |
| Remaining COHSEX terms added | 0.598 |

Removing exchange, both from the response and from the coupling to the hole, costs 0.139 Ha. Letting the removed spin-orbital take part in the screening returns 0.036 Ha. The remainder is \(Q=-0.188\) Ha, within its bound \(X=0.218\) Ha. In this basis COHSEX thus recovers 69% of \(R\) and gives an ionization energy of 875.43 eV. These values, and \(X\), are sensitive to the basis: adding tight p, d and f functions lowers \(Q\) to about \(-0.22\) Ha and raises \(X\) to about 0.25 Ha, while the diagonal term changes by less than 0.001 Ha. With angular momenta up to \(l=8\), \(Q\approx-0.228\) Ha and \(X\approx0.258\) Ha, so COHSEX recovers about 65% of \(R\) and gives about 876.6 eV. The Coulomb hole was evaluated with \(W_p(\mathbf r,\mathbf r)\) on a grid; the finite orbital sum would miss 0.017 Ha of it.

**Is the 1s orbital localized enough?** It is small on the scale of the atom, but its own shell polarizes on the same scale as the orbital itself. The magnitude of \(Q\), relative to the diagonal term of the same \(W_p\), is \(0.188/0.786=24\%\) when all electrons respond. If only the L shell responds, it is \(0.052/0.713=7\%\). In the larger basis these ratios become 29% and 9%. Most of \(Q\) therefore disappears when the K-shell response is switched off.

Even for the L-shell response the orbital is not in the regime of (9). A Gaussian density with \(\sigma=0.002\) bohr at the nucleus gives \(X=4.29\times10^{-5}\) Ha, against \(4.25\times10^{-5}\) Ha from (9). The 1s orbital has an rms radius of 0.183 bohr, hence \(\sigma^2=0.183^2/3=0.0112\) bohr². Scaling the law to that width predicts

\[
4.25\times10^{-5}\times\frac{0.0112}{0.002^2}\approx0.12\ \text{Ha},
\]

whereas the computed bound is 0.07 Ha. The coefficient in (9) depends on the induced field at the nucleus and is poorly converged in this basis: a larger basis with tight functions roughly doubles it, so that the scaled law gives about 0.25 Ha against a computed bound of about 0.08 Ha. The quadratic law holds for the narrow density and overestimates \(X\) at the size of the real orbital.

## What each derivation assumes

The first derivation compares two total energies. It assumes Hartree-Fock theory, a fixed hole orbital, passive electrons orthogonal to it, and a smooth path between the two occupations. It includes exchange in the response, excludes screening of \(c\) by itself, and allows a nonlinear response, whose effect on the half formula is the curvature term in (4). It does not require \(c\) to be compact. For a spread-out orbital, however, it describes a rigid, spread-out hole, whose relaxation may be negligible.

The second derivation expands the self-energy to first order in \(W\). Its response is linear, its RPA screening omits exchange, and \(c\) takes part in screening its own hole. The diagonal term needs neither localization nor a static limit once \(\omega=\varepsilon_c\) is chosen. Both enter through the other orbitals: COHSEX replaces their energy denominators by \(\pm\Omega_s\), and a compact \(c\) makes their static contribution small.

That replacement requires \(|\varepsilon_c-\varepsilon_j|\ll\Omega_s\) for the excitations that matter. For a core level and a valence orbital \(j\), the energy difference is comparable with the depth of the core level, so the condition fails for valence excitations. The neon value of \(Q\) is therefore a property of COHSEX and not an estimate of the corresponding terms in dynamic GW.

The two derivations give the same number when the response is linear, when exchange and self-screening have negligible effect on it, and when \(Q\) is negligible. For neon 1s the first condition holds to about 3% of \(R\). The exchange contribution and \(Q\) are considerably larger. The numerical output below lists the separate contributions.

## Table of computed values

```
Neon atom, even-tempered Gaussian basis, exponent ratio 2.7
  l=0: 11 exponents from 0.2 to 4117.82 bohr^-2
  l=1: 7 exponents from 0.15 to 58.11 bohr^-2
  l=2: 3 exponents from 0.6 to 4.37 bohr^-2
number of orbitals: 47
Hartree-Fock total energy: -128.52499 Ha
eps_c at n=1: -32.76904 Ha
eps_c at n=1/2: -31.90135 Ha
eps_c at n=0: -31.07441 Ha
dE/dn at n=1/2 by finite difference: -31.90136 Ha
<c|V_p|c>: 1.69464 Ha
half of <c|V_p|c>: 0.84732 Ha
relaxation energy R from total energies: 0.86091 Ha
R minus half formula: 0.01359 Ha
minus curvature/12: 0.01358 Ha
linear-response <c|V_p|c>, Hartree-Fock: 1.77905 Ha
half of it: 0.88952 Ha
1s ionization energy, frozen orbitals: 32.7690 Ha = 891.69 eV
1s ionization energy, half formula: 31.9217 Ha = 868.63 eV
1s ionization energy, constrained energy difference: 31.9081 Ha = 868.26 eV
1s ionization energy, unconstrained core hole: 31.9087 Ha = 868.28 eV
1s ionization energy, COHSEX, all electrons respond: 32.1714 Ha = 875.43 eV
rms radius of 1s: 0.1830 bohr
W_p with all electrons respond (Ha):
  (cc|W_p|cc) -1.57219, minus half 0.78609
  SEX part 1.60122, COH part -1.00360, sum 0.59762
  COH by finite orbital sum -0.98639
  remainder -0.18848, bound X 0.21750
W_p with c itself does not respond (Ha):
  (cc|W_p|cc) -1.50115, minus half 0.75057
  SEX part 1.52476, COH part -0.89632, sum 0.62844
  COH by finite orbital sum -0.88172
  remainder -0.12213, bound X 0.14575
W_p with only L shell responds (Ha):
  (cc|W_p|cc) -1.42534, minus half 0.71267
  SEX part 1.44322, COH part -0.78270, sum 0.66052
  COH by finite orbital sum -0.77077
  remainder -0.05215, bound X 0.07003
-(cc|W_p|cc) from finite missing charge: 1.57219 Ha
j=c term of dynamic GW at eps_c: 0.78609 Ha
Gaussian test width sigma: 0.0020 bohr
X for this Gaussian, L shell responds: 4.2897e-05 Ha
X from the compact-orbital law: 4.2540e-05 Ha
```
